\section*{Stress singularity at the foot of a shallow Stranski-Krastanov island}

A strained island whose facet meets the surrounding flat surface at a small angle $\theta$ concentrates stress at its foot. If the island, wetting layer and substrate have the same isotropic elastic moduli, the film stress at a distance $r$ from the foot, much smaller than the island, follows
\begin{equation}
\sigma\propto r^{-\delta},\qquad
\delta=\frac{2\theta}{\pi}-\frac{4\theta^2}{\pi^2}+O(\theta^3),
\label{result}
\end{equation}
with $\theta$ in radians. To first order in the facet angle the exponent is therefore $-2\theta/\pi$. Here ``first order'' refers to the exponent. A first-order expansion of the stress itself at fixed $r$ gives a logarithm, which is the beginning of the power law.

The island is a long ridge along $y$, with straight facets and half-base $\ell$. Its cross-section lies in the $xz$ plane, with $x$ along the surface and $z$ upward. The foot is at the origin and the island occupies $0<x<2\ell$. Deformation is linear and in plane strain, the film is coherent, its interface with the substrate is flat, and surface stress is neglected, so the free surface carries no traction. Tensile stress is positive.

The misfit can be removed from the problem first. A flat coherent film has in-plane elastic strain $\epsilon_m$ and stress
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\sigma_0=\frac{E}{1-\nu}\,\epsilon_m ,\qquad \sigma_{zz}=0,
\end{equation}
where $E$ is Young's modulus and $\nu$ is Poisson's ratio, while the thick substrate is unstressed. Continue this uniform stress into the island. Equilibrium and the fit at the interface are preserved, but a facet with outward normal $\mathbf n$ now carries the traction $\sigma_0 n_x\hat{\mathbf x}$, which must be cancelled. Add a correction field $\mathbf S$ that has no misfit, vanishes far away and satisfies
\begin{equation}
\mathbf S\,\mathbf n=-\sigma_0 n_x\hat{\mathbf x}
\label{correction}
\end{equation}
on the free surface. Because the moduli are equal, $\mathbf S$ lives in one homogeneous body. The in-plane tensor $\mathbf T=\mathbf S+\sigma_0\hat{\mathbf x}\hat{\mathbf x}$ then has a traction-free surface and tends to a uniform tension $\sigma_0$ far away. Hence
\begin{equation}
\boldsymbol\sigma=
\begin{cases}
\mathbf T & \text{in the film},\\
\mathbf T-\sigma_0\hat{\mathbf x}\hat{\mathbf x} & \text{in the substrate}.
\end{cases}
\label{reduction}
\end{equation}
The film stress is that of a homogeneous body with the same outline, pulled from afar. The interface has disappeared from the calculation of $\mathbf T$, and near the foot there remains a homogeneous wedge with two free faces. Its opening angle, measured through the material, is $\omega=\pi+\theta$: the half-plane contributes $\pi$ and the island $\theta$.

For this wedge use polar coordinates with $\phi$ measured from the bisector, so that the faces are at $\phi=\pm\omega/2$. Seek an Airy function $\chi=r^{\lambda+1}F(\phi)$. The stresses are
\begin{align}
\sigma_{\phi\phi}&=\frac{\partial^2\chi}{\partial r^2}
=\lambda(\lambda+1)r^{\lambda-1}F,\\
\sigma_{r\phi}&=-\frac{\partial}{\partial r}\left(\frac1r\frac{\partial\chi}{\partial\phi}\right)
=-\lambda r^{\lambda-1}F',\\
\sigma_{rr}&=\frac1r\frac{\partial\chi}{\partial r}+\frac1{r^2}\frac{\partial^2\chi}{\partial\phi^2}
=r^{\lambda-1}\left[(\lambda+1)F+F''\right].
\end{align}
They satisfy equilibrium identically. Compatibility requires $\nabla^4\chi=0$. One Laplacian gives $r^{\lambda-1}[F''+(\lambda+1)^2F]$, and the second acts on a function with radial power $\lambda-1$, so
\begin{equation}
\left[\frac{d^2}{d\phi^2}+(\lambda-1)^2\right]
\left[\frac{d^2}{d\phi^2}+(\lambda+1)^2\right]F=0 .
\end{equation}
The even solutions are $F=A\cos(\lambda+1)\phi+B\cos(\lambda-1)\phi$, and the odd ones have sines in place of cosines. The energy density varies as $r^{2\lambda-2}$ and the area element as $r\,dr$, so finite energy near the foot requires $\lambda>0$. A stress that diverges within this limit has $0<\lambda<1$.

The faces are free if $\sigma_{\phi\phi}=\sigma_{r\phi}=0$ there, that is, $F=F'=0$ at $\phi=\pm\omega/2$. Write $p=(\lambda+1)\omega/2$ and $q=(\lambda-1)\omega/2$. For the even solution,
\begin{align}
A\cos p+B\cos q&=0,\\
A(\lambda+1)\sin p+B(\lambda-1)\sin q&=0 .
\end{align}
A nonzero solution needs a vanishing determinant:
\begin{align}
0&=(\lambda-1)\cos p\sin q-(\lambda+1)\sin p\cos q\nonumber\\
&=-\lambda\sin(p-q)-\sin(p+q).
\end{align}
Since $p-q=\omega$ and $p+q=\lambda\omega$, this is
\begin{equation}
\sin\lambda\omega+\lambda\sin\omega=0 .
\label{even}
\end{equation}
For the odd solution the determinant is $(\lambda-1)\sin p\cos q-(\lambda+1)\cos p\sin q=\lambda\sin(p-q)-\sin(p+q)$, which gives
\begin{equation}
\sin\lambda\omega-\lambda\sin\omega=0 .
\label{odd}
\end{equation}
No elastic constant appears in either condition.

With $\omega=\pi+\theta$ we have $\sin\omega=-\sin\theta$, and the even condition becomes
\begin{equation}
g(\lambda)=\sin[\lambda(\pi+\theta)]-\lambda\sin\theta=0 .
\label{foot}
\end{equation}
It has one root in $0<\lambda<1$. Indeed, $g(0)=0$ with positive slope, $g$ is concave up to $\lambda=\pi/\omega$, and it is negative at that point, so it crosses zero once. From there to $\lambda=1$ the sine is not positive and $g$ stays negative.

The odd condition reads $h(\lambda)=\sin\lambda\omega+\lambda\sin\theta=0$. Its root $\lambda=1$ is a rigid rotation, with displacement proportional to $r$ and no stress. It has no real root in $0<\lambda<1$ for small $\theta$: $h$ is positive up to $\pi/\omega$, and beyond that it is convex and reaches zero at $\lambda=1$ with slope $\sin\theta-\omega\cos\theta<0$, so it comes down to zero from above. Complex roots are excluded at small $\theta$ by continuity. At $\theta=0$ both conditions reduce to $\sin\pi\lambda=0$, whose roots are simple integers. In the strip $0\le\mathrm{Re}\,\lambda\le1$ the sine grows exponentially with $|\mathrm{Im}\,\lambda|$ and the other term only linearly, so no root can arrive from infinity. The root at 0 stays there, and the single root of each condition near 1 is the real one already found.

Now put $\lambda=1-\delta$ in Eq.~\eqref{foot}. The argument of the sine is $\pi+\theta-\delta(\pi+\theta)$, and $\sin(\pi+x)=-\sin x$, so
\begin{equation}
\sin[\delta(\pi+\theta)-\theta]=(1-\delta)\sin\theta .
\label{delta}
\end{equation}
When $\theta$ is small, so is $\delta$. Keeping first-order terms gives
\begin{equation}
\pi\delta-\theta=\theta
\quad\Longrightarrow\quad
\delta=\frac{2\theta}{\pi}.
\label{first}
\end{equation}
One $\theta$ comes from the excess of the opening angle over $\pi$, the other from the term $\lambda\sin\omega$ in Eq.~\eqref{even}.

The next correction follows by inverting the sine in Eq.~\eqref{delta}. The cubic terms of $\arcsin[(1-\delta)\sin\theta]$ are $\tfrac16\theta^3[(1-\delta)^3-(1-\delta)]$, which is of order $\delta\theta^3$, hence of fourth order. Therefore
\begin{equation}
\delta(\pi+\theta)-\theta=(1-\delta)\theta+O(\theta^4)
\quad\Longrightarrow\quad
\delta=\frac{2\theta}{\pi+2\theta}+O(\theta^4),
\label{second}
\end{equation}
whose expansion is Eq.~\eqref{result}. The roots of Eq.~\eqref{foot} compare with the two approximations as follows:
\begin{equation}
\begin{array}{cccc}
\theta & \delta & 2\theta/\pi & 2\theta/(\pi+2\theta)\\
2.00^\circ & 0.0217 & 0.0222 & 0.0217\\
5.00^\circ & 0.0526 & 0.0556 & 0.0526\\
11.31^\circ & 0.1116 & 0.1257 & 0.1116\\
25.24^\circ & 0.2179 & 0.2804 & 0.2190
\end{array}
\end{equation}
The first-order exponent exceeds the root by 13\% of the root at $11.31^\circ$ and by 29\% at $25.24^\circ$. The roots were tested without an Airy function, by integrating the elastic equations for a displacement $r^\lambda\mathbf g(\phi)$ from one free face to the other. For all four angles, and for $\nu=0.1$ and $0.4$, the exponents agreed within $10^{-6}$.

The eigenvalue equation permits a singular field but does not show that misfit excites it. For a shallow island this follows from Eq.~\eqref{correction}. Let the surface be $z=h(x)$ with small slope $h'$, so that $\mathbf n\simeq(-h',1)$ in the $xz$ plane. The field $\mathbf S$ is itself of first order in the slope, and to that order the condition can be imposed on the flat surface:
\begin{equation}
S_{xz}=\sigma_0h'(x),\qquad S_{zz}=0 .
\end{equation}
The island thus loads a half-plane with a tangential force $\sigma_0h'$ per unit area.

The response to a tangential line force $f$ per unit length, acting in the $+x$ direction at the origin, is the radial stress
\begin{equation}
\sigma_{rr}=-\frac{2f}{\pi r}\cos\psi ,
\label{line}
\end{equation}
with $\psi$ measured from $+x$ and the other in-plane polar components zero. The free surface carries no traction away from the force. Equilibrium holds because $r\sigma_{rr}$ does not depend on $r$, and compatibility holds because $\cos\psi/r$ is harmonic. The factor follows from force balance on a half-disc:
\begin{equation}
f+\int_{-\pi}^{0}\sigma_{rr}\cos\psi\;r\,d\psi
=f-\frac{2f}{\pi}\,\frac{\pi}{2}=0 .
\end{equation}
On the surface Eq.~\eqref{line} gives $\sigma_{xx}=-2f/(\pi x)$ on both sides of the force. At the point $x=-r$ outside the foot, a force at $x'$ is a distance $r+x'$ away on the positive side, so its contribution is $+2f/[\pi(r+x')]$. The slope is $\theta$ on the near half of the island and $-\theta$ on the far half. Adding the uniform stress $\sigma_0$ gives
\begin{align}
\frac{\sigma_{xx}}{\sigma_0}
&=1+\frac{2\theta}{\pi}\left[\int_0^\ell\frac{dx'}{r+x'}-\int_\ell^{2\ell}\frac{dx'}{r+x'}\right]\nonumber\\
&=1+\frac{2\theta}{\pi}\left[\ln\frac{\ell+r}{r}-\ln\frac{2\ell+r}{\ell+r}\right]\nonumber\\
&=1+\frac{2\theta}{\pi}\ln\frac{(\ell+r)^2}{r(2\ell+r)} .
\label{shallow}
\end{align}

Close to the foot, $r\ll\ell$, this becomes
\begin{equation}
\frac{\sigma_{xx}}{\sigma_0}\simeq1+\frac{2\theta}{\pi}\ln\frac{\ell}{2r},
\label{log}
\end{equation}
the first-order expansion of $(\ell/2r)^{2\theta/\pi}$. Now compare it with the wedge result written as
\begin{equation}
\frac{\sigma_{xx}}{\sigma_0}\simeq k\left(\frac{\ell}{r}\right)^{\delta},
\qquad k=1-\frac{2\theta}{\pi}\ln2+O(\theta^2).
\label{power}
\end{equation}
The coefficient of $\ln(1/r)$ confirms Eq.~\eqref{first} by a separate route, and the amplitude $k$ tends to 1, not to 0, as $\theta\to0$. The singular term is therefore present for a shallow island.

In the opposite limit, $r\gg\ell$, the identity $(\ell+r)^2=r(2\ell+r)+\ell^2$ turns Eq.~\eqref{shallow} into $\sigma_{xx}/\sigma_0\simeq1+(2\theta/\pi)\ell^2/r^2$. The opposite forces of the two facets then nearly cancel, and to first order in the slope the island acts through its cross-sectional area $\theta\ell^2$. For a finite slope the coefficient of $\ell^2/r^2$ is smaller than $2\theta/\pi$, by about 6\% at $2^\circ$ and by about 28\% at $11.31^\circ$.

Three conditions limit the use of these formulas. The power law needs $r\ll\ell$. The logarithm needs $(2\theta/\pi)\ln(\ell/r)\ll1$. Replacing $\delta$ by $2\theta/\pi$ in the stress multiplies it by about $(\ell/r)^{4\theta^2/\pi^2}$, so it needs $(4\theta^2/\pi^2)\ln(\ell/r)\ll1$. If there is no wetting layer, the surface outside the foot belongs to the substrate, and Eq.~\eqref{reduction} gives the stress there as $\sigma_0[k(\ell/r)^\delta-1]$. The singular term is the same, but the constant can hide the power law until $r$ is extremely small.

For a numerical case take a Ge hut ridge on Si(001) with $\{105\}$ facets, so that $\tan\theta=1/5$ and $\theta=11.31^\circ$. Let $\ell=10$ nm and let the wetting layer be 0.5 nm thick. With lattice parameters set to 0.543 nm for Si and 0.566 nm for Ge as inputs of this example,
\begin{equation}
\epsilon_m=\frac{0.543}{0.566}-1=-0.0406 .
\end{equation}
The elastic constants chosen as rough inputs for Ge, $c_{11}=129$ GPa and $c_{12}=48$ GPa, give the biaxial modulus of the (001) film and the flat-film stress:
\begin{align}
M&=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}
=129+48-\frac{2(48)^2}{129}=141.3\ \text{GPa},\\
\sigma_0&=M\epsilon_m=-5.74\ \text{GPa}.
\end{align}
The cubic modulus sets the stress scale here, while the stress ratio below comes from the isotropic model.

That ratio was computed by finite elements for the complete triangular island on a substrate $30\ell$ deep, extending $30\ell$ outward from the foot. Fits over $3\times10^{-4}<r/\ell<10^{-2}$ gave exponents of 0.111 on the flat surface and 0.112 on the facet, against the root 0.1116. A separate run with true misfit strain in the film alone differed from the homogeneous body under tension by at most $3.2\times10^{-4}\sigma_0$ on the flat surface for $3\times10^{-4}<r/\ell<3$, which supports Eq.~\eqref{reduction}. The amplitude averaged over the same range is $k=0.896$ (it settles to 0.895 as $r/\ell\to0$), while the shallow-island estimate $2^{-\delta}$ is 0.926. For a $2^\circ$ island the two are 0.984 and 0.985.

At $r=0.5$ nm the power law gives
\begin{equation}
\frac{\sigma_{xx}}{\sigma_0}\simeq0.896\,(20)^{0.1116}=1.25 ,
\end{equation}
and the full island solution gives 1.27, or about $-7.3$ GPa. Refining the mesh moved this ratio by $8\times10^{-4}$. At 1 nm and 2 nm the full ratios are 1.19 and 1.12, against 1.16 and 1.07 from the power law, whose error grows as $r$ becomes a larger fraction of $\ell$. Using $2\theta/\pi$ in place of the root, with $k$ held fixed, raises the power-law stress at 0.5 nm by 4.3\%. The singularity is weak: at fixed $k$, doubling the stress requires $r$ to shrink by $2^{1/\delta}\approx500$. The compression is enhanced by about a quarter at the smallest distance considered, and the infinite limit is never approached in a crystal, because 0.5 nm is already about one lattice parameter.

Small Ge huts on Si do have $\{105\}$ facets, bases of roughly tens of nanometres and a wetting layer a few atomic layers thick, as assumed here. Real crystals break the assumption of equal isotropic moduli. With rough cubic constants of Ge throughout, the exponent falls from 0.112 to 0.098; for a Ge island directly on cubic Si it is 0.080. With $k$ held fixed, these changes lower the singular term $k(\ell/r)^\delta$ at 0.5 nm by about 4\% and 9\%. With a wetting layer the first exponent applies only for $r$ well below its thickness, so at 0.5 nm neither value applies strictly. A rough surface stress of 1 N/m, taken equal on the two faces but pulling in slightly different directions, adds a radial stress of about 0.25 GPa at that distance directly below the foot, but only about a tenth of this in magnitude on the free faces. If the facet and the flat surface differ in surface stress, the difference is a tangential force that acts fully on the free faces, about 1.1 GPa at 0.5 nm for each 1 N/m of difference, or 15\% of the stress there. Both parts grow as $1/r$. Thermal mismatch over a rough 550 K is about 4\% of the lattice misfit. Elastic nonlinearity is also large: the estimated volume strain at 0.5 nm is $-6.0\%$, which with a rough pressure derivative of 4.5 raises the tangent bulk modulus by 27\%. The stress at a given strain changes by less. Rough third-order constants of Ge ($c_{111}=-710$, $c_{112}=-389$, $c_{123}=-18$ GPa) raise its magnitude by about 15\% in the flat film and 14\% at the foot, so the effect mainly rescales $\sigma_0$. The stresses in GPa may therefore be wrong by 15\% or more. Intermixing with Si reduces the misfit and hence $\sigma_0$; if the film composition is uniform and the moduli remain equal, the exponent is unchanged. The cubic exponents above used the rough values $c_{44}=67$ GPa for Ge and $c_{11},c_{12},c_{44}=166,64,80$ GPa for Si.

\section*{Calculated quantities}
\begin{verbatim}
facet angle (deg), exponent delta, 2 theta/pi, 2 theta/(pi+2 theta):
    2.00  0.02174  0.02222  0.02174
    5.00  0.05263  0.05556  0.05263
   11.31  0.11157  0.12567  0.11164
   25.24  0.21789  0.28044  0.21902
limit of delta/theta, numerical: 0.63642 per rad
2/pi: 0.63662 per rad
real roots found for 0.05 < lambda < 0.995 (hut): 1
finite-element exponent, flat face: 0.1107
finite-element exponent, facet: 0.1124
largest gap, misfit run - tension run: 3.2e-04 sigma0
hut amplitude k in k (l/r)^delta: 0.8961
shallow-island estimate 2^(-delta): 0.9256
2 deg island: k = 0.9842, 2^(-delta) = 0.9850
2 deg: largest gap to log formula, 0.2<r/l<3: 7.3e-04
rough lattice parameters Si, Ge: 0.543, 0.566 nm
rough Ge c11, c12, c44: (129.0, 48.0, 67.0) GPa
rough Si c11, c12, c44: (166.0, 64.0, 80.0) GPa
half-base 10.0 nm, wetting layer 0.5 nm
film misfit strain: -4.06 %
Ge(001) biaxial modulus: 141.3 GPa
flat-film stress sigma0: -5.74 GPa
r (nm), stress/sigma0, power law k(l/r)^delta, stress (GPa):
  0.5  1.269  1.252  -7.28
  1.0  1.188  1.159  -6.82
  2.0  1.121  1.072  -6.44
mesh shift of stress/sigma0 at 0.5 nm: -8.0e-04
stress error from 2 theta/pi at 0.5 nm: 4.3 %
delta, cubic Ge throughout: 0.0980
delta, cubic Ge on bare cubic Si: 0.0803
surface-stress kink (1.0 N/m, rough), at 0.5 nm: 0.25 GPa
volume strain at 0.5 nm: -6.0 %
bulk stiffening there (slope 4.5, rough): 27 %
thermal mismatch (3e-06/K, 550 K, rough) / misfit: 4.1 %
\end{verbatim}
